Setting the image cutoff for a four-point probe on a slab

**A thick slab first**

Press four sharp contacts in a straight line, with equal spacing s, onto the flat face of a very thick conductor of uniform resistivity ρ. A current I enters at contact 1 and leaves at contact 4. A voltmeter that draws no current reads V, the potential of contact 2 minus that of contact 3.

Take contact 1 alone. No current crosses the free face, so the current spreads evenly over hemispheres of area 2πr². The current density is I/(2πr²) and the field is ρ times this. Integrating the field inward from infinity, where φ = 0, gives

φ(r) = ρI/(2πr).

Contact 4 contributes the same function with the opposite sign. Contact 2 lies at s from the source and 2s from the sink; contact 3 has these distances exchanged. Hence

φ₂ = (ρI/2π)(1/s − 1/2s), φ₃ = (ρI/2π)(1/2s − 1/s),
V = φ₂ − φ₃ = ρI/(2πs), so ρ = 2πs V/I.

If the slab has a finite thickness t and an insulating underside, the current is crowded into less material and V rises. The correction is a sum over image sources, and someone must decide where to stop it.

**What the setting controls**

The setting is N, the number of image pairs added one by one. Electronic-structure programs for chains and crystals face the same task when they sum Coulomb potentials over periodic repeats, and some let the user choose how far the explicit sum runs. The link is mathematical: the images of one contact form a straight row with period 2t, and their potential has the form of that of a row of equal charges. The probe gives this setting a measurable meaning, because an error in the sum becomes an error in resistivity.

The model assumes an ohmic, uniform and isotropic slab without lateral edges, point contacts, and no current through either face except at the contacts.

**Where the images come from**

Let z be the depth below the probed face. Inside the slab, current conservation and Ohm's law give ∇²φ = 0. The normal derivative of φ must vanish on both faces away from the contacts. Place equal sources at the depths

z = 2nt, n = 0, ±1, ±2, …

Sources n and −n are mirror partners in the top face z = 0. Sources n and 1−n are mirror partners in the underside, because their mean depth is [2nt + 2(1−n)t]/2 = t. Equal mirror partners cancel each other's normal field on the mirror plane, so both faces are insulating. All sources with n ≠ 0 lie outside the slab, so they add no current source within it. The source n = 0 keeps its half-space strength and delivers I into the slab.

On the top face, one contact would thus give

φ(r) = (ρI/2π) Σₙ 1/√(r² + 4n²t²).

This sum diverges. For large |n| its terms approach 1/(2|n|t), and each further decade of n, counted on both sides, adds ln10/t. The divergent part does not depend on r, so it cancels between a source and a sink, provided that their images are paired before summing. The paired potential falls to zero far from the probes, which also excludes an added uniform lateral field.

For two distances a and b, define

D(a,b) = Σₙ [1/√(a² + 4n²t²) − 1/√(b² + 4n²t²)].

Let rᵢⱼ be the distance between contacts i and j. Then

φ₂ = (ρI/2π) D(r₁₂, r₄₂), φ₃ = −(ρI/2π) D(r₄₃, r₁₃),
V = (ρI/2π)[D(r₁₂, r₄₂) + D(r₄₃, r₁₃)].

This form also serves unequal spacings. For equal spacings both terms are D(s,2s), so V = (ρI/π)D(s,2s). Write τ = t/s and define M = 2s D(s,2s). Then

V = ρIM/(2πs), ρ = 2πs(V/I)/M.

The term n = 0 contributes 2(1 − 1/2) = 1 to M. The terms n and −n are equal, so

M(τ) = 1 + 4 Σₙ₌₁^∞ h(n),
h(n) = 1/√(1 + 4n²τ²) − 1/√(4 + 4n²τ²).

Every h(n) is positive. Hence M > 1, and the semi-infinite formula overestimates ρ at any finite thickness.

**The thick limit**

Put z = 2nτ, now a depth in units of s. For z > 2 the binomial series gives

1/√(1+z²) = 1/z − 1/(2z³) + 3/(8z⁵) − …
1/√(4+z²) = 1/z − 4/(2z³) + 48/(8z⁵) − …

Subtracting,

h = 3/(2z³) − 45/(8z⁵) + …

Insert z = 2nτ and sum over n, with ζ(p) = Σₙ₌₁^∞ n⁻ᵖ. The coefficients are 4·3/(2·8) = 3/4 and 4·45/(8·32) = 45/64:

M = 1 + 3ζ(3)/(4τ³) − 45ζ(5)/(64τ⁵) + …

The expansion needs 2τ > 2, so that even the first image satisfies z > 2. As τ grows, M → 1 and the hemisphere formula returns. The approach is slow, as τ⁻³: the semi-infinite formula is within 1 % only for t/s above 4.42.

**The thin limit**

When τ is small, many images lie within a distance s, and a direct sum is a poor way to see the answer. Define

f(z) = 1/√(1+z²) − 1/√(4+z²), so that M = 2 Σₙ f(2nτ), over all integers n.

The function P(x) = Σₙ f(x + 2nτ) has period 2τ. Its Fourier coefficients are

cₖ = (1/2τ) ∫ f(z) e^(−iπkz/τ) dz,

with the integral over the whole line, because the integrals over successive periods join up. Setting x = 0 gives Σₙ f(2nτ) = Σₖ cₖ, which is Poisson's summation formula.

For k = 0, the antiderivative of f is ln(z + √(1+z²)) − ln(z + √(4+z²)). It tends to 0 as z → ∞ and equals −ln2 at z = 0. The half-line integral is ln2, so the full integral is 2 ln2.

For k ≠ 0, put z = a sinh u in the term with distance a. Then dz/√(a²+z²) = du, and the standard integral K₀(x) = ∫₀^∞ cos(x sinh u) du gives

∫ cos(qz)/√(a²+z²) dz = 2K₀(a|q|), q = πk/τ.

Here K₀ is the modified Bessel function. Adding k and −k,

M = (2 ln2)/τ + (4/τ) Σₖ₌₁^∞ [K₀(πk/τ) − K₀(2πk/τ)].

The first term alone gives

ρ = 2πs(V/I)·τ/(2 ln2) = (πt/ln2)(V/I),

the thin-sheet formula. Physically, the current from one contact then crosses cylinders of area 2πrt, the field falls as 1/r, and the potential is logarithmic.

K₀ decreases with its argument, so every bracket is positive and the sheet formula also overestimates ρ at finite thickness. For large x, K₀(x) ≈ √(π/2x) e^(−x). The leading relative excess of the sheet formula is therefore

Mτ/(2 ln2) − 1 ≈ (2/ln2) √(τ/2) e^(−π/τ).

At τ = 0.5 this gives about 0.27 %. The full values M = 2.7799 and 2 ln2/τ = 2.7726 give 0.26 %. The sheet formula stays within 1 % for t/s below 0.62. Thin slabs thus reach their limit exponentially fast, and thick slabs reach theirs only as a power.

**What a given N costs in accuracy**

Suppose the sum stops at n = N. For 2Nτ well above 2, the first omitted terms follow h(n) ≈ 3/(16τ³n³). Replace the omitted sum by an integral that starts midway between N and N+1:

Σₙ>N h(n) ≈ ∫ from N+½ to ∞ of 3/(16τ³n³) dn = 3/[32τ³(N+½)²].

M contains four times this sum, so

error of M, plain sum ≈ −3/[8τ³(N+½)²].

The minus sign says that M is too small and the inferred ρ too large.

The integral of the full h is known in closed form, so it can be added instead of dropped. With Z = (2N+1)τ and dn = dz/(2τ), the antiderivative above gives

∫ from N+½ to ∞ of h dn = (1/2τ) ln{[Z + √(4+Z²)]/[Z + √(1+Z²)]}.

The working formula is then

M_N = 1 + 4 Σₙ₌₁^N h(n) + (2/τ) ln{[Z + √(4+Z²)]/[Z + √(1+Z²)]}.

To find its error, expand h about the middle of each unit interval. The linear term integrates to zero and the quadratic one leaves

∫ from n−½ to n+½ of h = h(n) + h″(n)/24 + …

Sum over n > N and replace the sum of h″ by its integral, which is −h′(N+½):

Σₙ>N h(n) ≈ ∫ h dn + h′(N+½)/24.

Since h′(n) ≈ −9/(16τ³n⁴), the integral exceeds the true tail by 9/[384τ³(N+½)⁴] = 3/[128τ³(N+½)⁴]. Multiplying by four,

error of M, with tail ≈ +3/[32τ³(N+½)⁴].

Adding one logarithm changes the decay of the error from N⁻² to N⁻⁴. For τ = 1.4 and N = 10 the measured errors are −1.234×10⁻³ for the plain sum and +2.78×10⁻⁶ with the tail. The two laws give −1.240×10⁻³ and +2.81×10⁻⁶.

**Choosing N**

Let ε be the error allowed in M. Because M > 1, the relative error of ρ is then below ε to first order. With the tail included, take N as the larger of

[3/(32τ³ε)]^(1/4) and 2/τ,

rounded up. The first comes from the error law. The second makes Z at least 4, so that the first omitted images lie well beyond both probe distances. The rule was tested against the Bessel series at τ = 0.02, 0.1, 0.5, 1, 1.4, 3 and 20, with ε = 10⁻⁴, 10⁻⁶ and 10⁻⁸; the error stayed below ε in every case.

For τ = 1.4 and ε = 10⁻⁶, the first expression is [3/(32·2.744·10⁻⁶)]^(1/4) = 13.6, so N = 14. The plain sum needs 370 pairs by its own law. For ε = 10⁻⁴ the same rule gives 4.3, so N = 5.

Two further points affect the calculation.

1. Distant terms are small differences of nearly equal numbers. With A = √(a²+4n²t²) and B = √(b²+4n²t²), use

1/A − 1/B = (B−A)/(AB) = (B²−A²)/[AB(A+B)] = (b²−a²)/[AB(A+B)].

The last form contains no difference of nearly equal square roots.

2. For thin slabs the condition N ≥ 2/τ makes the image sum long, and the Bessel series is the better choice. If it stops after k = K, its first omitted term is at most about (4/τ)√(τ/[2(K+1)]) e^(−π(K+1)/τ). At τ = 1 and K = 3 this is 5×10⁻⁶.

The same reasoning covers a row of equal charges with period L, when the potential difference is taken between points at distances a and b from the row and level with one of the charges. Replace 2t by L. In D(a,b) the plain sum falls short by about (b²−a²)/[2L³(N+½)²]; with the tail integral the excess is about (b²−a²)/[8L³(N+½)⁴]. Both need NL well above a and b. Points at another height, or a crystal periodic in more directions, need their own analysis.

**A check that uses no image cutoff**

Separation of variables gives M by another road. A solution with an insulating underside is J₀(kr) cosh[k(t−z)], where J₀ is the Bessel function of order zero. A point current at the top face requires −∂φ/∂z = ρI δ²(r) at z = 0, and δ²(r) = (1/2π)∫₀^∞ k J₀(kr) dk. Matching each k fixes the amplitude as ρI/[2π sinh(kt)]. On the top face, therefore,

φ(r) = (ρI/2π) ∫₀^∞ coth(kt) J₀(kr) dk,

which again has meaning only for a source and sink together. Use coth(kt) = 1 + 2/(e^(2kt)−1) and ∫₀^∞ J₀(kr) dk = 1/r, and measure k in units of 1/s:

M = 1 + 4 ∫₀^∞ [J₀(k) − J₀(2k)]/(e^(2kτ)−1) dk.

At τ = 1.4 this integral, the Bessel series and the image sum all give 1.233708. A finite-volume solution of Laplace's equation was also made for one source on a disc of radius 5s with insulating faces and an equipotential rim. Extrapolated from grid steps s/40 and s/80, it gives 1.23371.

**A closed form that is not a substitute**

One compact expression replaces M by

M_s = (2/τ) ln[sinh τ/sinh(τ/2)].

For large τ the ratio tends to e^(τ/2) and M_s → 1. For small τ it tends to 2 and M_s → 2 ln2/τ. Both limits are right, but they do not fix the function between them. Since ln(sinh x/x) ≈ x²/6, the logarithm near the thin limit is ln2 + τ²/6 − τ²/24 = ln2 + τ²/8. This is a power correction, where point contacts have an exponentially small one. At τ = 1.4 the expression makes ρ 6.2 % too low. On a scan of t/s from 0.05 to 10, the largest error was −7.5 %, near t/s = 1. Raising N cannot repair this, because the error lies in the formula.

**A wafer between the limits**

Take s = 500 μm, t = 700 μm, I = 0.10 mA and V = 2.00 mV. Then τ = 1.4 and V/I = 20.0 Ω. The first three image pairs add 0.1829, 0.0305 and 0.0096 to M. Together with the leading 1 they give 1.2230, and the remaining images bring M to 1.2337. With s = 0.05 cm,

2πs V/I = 2π · 0.05 cm · 20.0 Ω = 6.283 Ω cm,
ρ = 6.283/1.2337 = 5.09 Ω cm = 0.0509 Ω m.

The sheet formula gives (π · 0.07 cm/ln2) · 20.0 Ω = 6.35 Ω cm. The semi-infinite formula is 23 % high and the sheet formula 25 % high, relative to the full result. The sheet resistance is ρ/t = 72.8 Ω per square.

These round values lie in the regime of a lightly p-doped silicon wafer. With a rough hole mobility μ = 450 cm²/Vs and elementary charge q, the hole concentration is p = 1/(qρμ) = 2.7×10¹⁵ cm⁻³. It equals the active acceptor concentration only if the acceptors are fully ionized and compensation is negligible. Real measurements break the assumption of perfect placement: an inner probe displaced outward by 10 μm raises V by 2.4 %. A wafer 2 K warmer than 300 K has a resistivity 1.5 % higher if mobility varies roughly as T^(−2.3). Against such errors, ε = 10⁻⁴ is ample here.

The displacement figure can be understood from the thick limit, where V is proportional to 1/r₁₂ + 1/r₄₃ − 1/r₄₂ − 1/r₁₃. Moving contact 2 outward by δ shortens r₁₂ and lengthens r₄₂. The first change adds δ/s² and the second δ/(4s²), to a total of 1/s. The relative rise is 1.25δ/s = 2.5 %, close to the slab value.

Several other neglected effects are smaller for these numbers. Current contacts of radius 20 μm, given the current distribution of equipotential discs, raise V by 0.05 % on a half-space and by 0.03 % on this slab. The rim of a 150 mm wafer, with the probe at its centre, changes V by 0.008 %. A surface barrier of 0.5 V would deplete about 0.5 μm, or 0.07 % of the thickness. Minority injection is less certain and could matter more. If electrons carried all the current at a contact and diffused into a half-space without recombining, their concentration at distance s would be 2 % of the hole concentration. With the holes that neutralize them, and an electron mobility three times that of holes, the local conductivity would rise by about 8 %. The voltage would change by much more than this. Holes then carry no current near that contact, so the field there only balances their diffusion, and the potential is (kT/q)Δp/p in size. The excess is Δp = I/(2πqDₙr), with Dₙ = μₙkT/q, so this equals ρI/(2πr) times the ratio of hole to electron mobility, one third of the ohmic value. That contact supplies half of V, so V falls by about a third in electrostatic potential, or by half if the probes follow the hole quasi-Fermi level, which is flat where no hole current flows. Recombination restores the ohmic drop beyond a diffusion length L: in the same half-space model V falls by 20 to 30 % for L = s and by less than 1 % for L = s/5. These figures assume complete injection; a contact that injects a smaller share of the current gives less, whereas an underside that confines long-lived electrons can raise their concentration. They show the possible size and are not a predicted voltage error.

**When the physical setting is wrong**

Raising N cannot repair a wrong boundary condition. If the underside rests on metal in good contact, the potential there is constant and the images alternate in sign as (−1)ⁿ. Partners n and 1−n then have opposite signs and cancel the potential at z = t, while n and −n still agree and keep the top face insulating. For τ = 1.4 the factor falls to 0.841. At fixed ρ and I the voltage is 32 % lower than with an insulating underside, and the insulating formula would report a resistivity too low by the same fraction.

Uniform doping is the other condition to examine. An implanted layer has a conductivity σ(z) that varies with depth, and no single ρ describes it. If the layer is much thinner than s, no highly resistive stratum separates conducting parts of it, and its junction isolates it from the substrate, a potential of the form −ln r, independent of z, still conserves current at every depth away from the contacts. The total current then depends only on ∫σ dz, and the probe measures the sheet resistance

R = 1/∫σ dz = (π/ln2)(V/I).

This does not give the depth profile. Nor does it give the active dose by itself: for holes of concentration p(z) and mobility μ(z), 1/R = q∫μp dz, so the dose ∫p dz follows only if the mobility averaged over the carriers in the layer is known, and that average depends on the profile. The numerical output lists the values of M at other thicknesses and the sizes of the remaining corrections.

Table of computed values

```
spacing s = 500 um, thickness t = 700 um
current = 0.10 mA, voltage = 2.00 mV
V/I = 20.000 ohm, t/s = 1.400
image pair n=1 adds to M: 0.182869
image pair n=2 adds to M: 0.030490
image pair n=3 adds to M: 0.009611
M, image sum = 1.233708
M, Bessel series = 1.233708
M, Hankel integral = 1.233708
M, Laplace grid = 1.23371
resistivity = 5.0929 ohm cm = 0.050929 ohm m
sheet resistance rho/t = 72.756 ohm per square
semi-infinite formula = 6.2832 ohm cm, 23.37 % high
thin-sheet formula = 6.3453 ohm cm, 24.59 % high
thin formula within 1 % for t/s below 0.621
semi-infinite formula within 1 % for t/s above 4.424
t/s= 0.1: M=13.862944, 2ln2/tau=13.862944
t/s= 0.5: M=2.779921, 2ln2/tau=2.772589
t/s= 1.0: M=1.504459, 2ln2/tau=1.386294
t/s= 2.0: M=1.093885, 2ln2/tau=0.693147
t/s= 5.0: M=1.006987, 2ln2/tau=0.277259
t/s=10.0: M=1.000894, 2ln2/tau=0.138629
N=10 error of M, plain sum = -1.234e-03 (law -1.240e-03)
N=10 error of M, with tail = 2.776e-06 (law 2.811e-06)
pairs for error 1e-6: with tail 14, plain 370
sinh form: resistivity error here = -6.17 %
sinh form: worst error = -7.50 % at t/s = 1.00
M with metal underside = 0.84078, V change -31.8 %
rough hole mobility = 450 cm2/Vs
hole concentration = 2.72e+15 cm^-3
inner probe 10 um outward: V change 2.42 %
2 K warmer than 300 K (mobility ~ T^-2.3): rho change 1.54 %
current tips of radius 20 um: V change 0.038 %
rim of 150 mm wafer, probe centred: V change 0.0077 %
depletion at 0.5 V barrier = 0.49 um, 0.070 % of t
tip heating = 0.531 mK
mean field under tip = 40.5 V/cm
full minority injection: excess/holes at distance s = 2.09 %
degeneracy: holes/band density = 1.4e-04
```
